# Anodic breakdown voltage and electrolyte resistivity in the electron-avalanche model

**Q.** You say that the breakdown voltage of an anodic oxide depends on the resistivity of the electrolyte. But the electrolyte is outside the oxide. How can an avalanche inside know about it?

**A.** In this model, through the number of electrons that start it. Put the electrolyte at \(x=0\) and the metal anode at \(x=d\). The electric field points from metal to electrolyte, so electrons entering from the electrolyte run towards the metal. I write \(E>0\) for the magnitude of the field, taken as uniform, and \(j(x)>0\) for the magnitude of the electron current density. The injected value is \(j(0)=j_0\), and \(j_0\) may depend on the electrolyte resistivity \(\rho\).

Suppose that an electron makes an ionizing collision with probability \(\alpha\,dx\) in a path \(dx\), whatever its history. Each collision adds one electron. In the steady state, with no electron trapping,

\[
j(x+dx)-j(x)=\alpha j(x)\,dx ,\qquad \frac{dj}{dx}=\alpha j .
\]

At fixed field \(\alpha\) is constant along the path. Dividing by \(j\) and integrating from \(0\) to \(d\) gives

\[
\ln\frac{j(d)}{j_0}=\alpha d,\qquad j(d)=j_0e^{\alpha d}.
\]

**Q.** An exponential is finite at every thickness. Where is the breakdown?

**A.** It must be added as a criterion: breakdown occurs when the electron current density arriving at the metal reaches a critical value \(j_b\). The equation does not supply \(j_b\). Setting \(j(d_B)=j_b\), and using \(V=Ed\) for a uniform field,

\[
d_B=\frac1\alpha\ln\frac{j_b}{j_0},\qquad
V_B=Ed_B=\frac E\alpha\ln\frac{j_b}{j_0}.
\]

This is the voltage across the oxide, not across the whole cell. The ratio \(E/\alpha\) is the voltage over which the current grows by a factor \(e\).

**Q.** I see a logarithm of current, not of resistivity.

**A.** The connection is an assumption about injection. Let

\[
j_0(\rho)=j_r\left(\frac{\rho}{\rho_r}\right)^{-m},
\]

where \(j_r\) is the injected current density at the reference resistivity \(\rho_r\), and \(m>0\) means weaker injection from a more resistive electrolyte. Then

\[
\ln\frac{j_b}{j_0}=\ln j_b-\ln j_r+m\ln\frac{\rho}{\rho_r},
\]

and therefore, if \(E\), \(\alpha\) and \(j_b\) do not depend on \(\rho\),

\[
V_B=\frac E\alpha\left[\ln\frac{j_b}{j_r}+m\ln\frac{\rho}{\rho_r}\right].
\]

The slope is \(mE/\alpha\) per unit of \(\ln\rho\), or \((mE/\alpha)\ln10\) per decade. For \(m=0\) the electrolyte has no influence.

The formula needs \(j_0<j_b\), since otherwise no multiplication is required. The limit \(V_B=0\) lies at \(\rho=\rho_r(j_b/j_r)^{-1/m}\). Close to it the film is too thin for a constant \(\alpha\) to be credible.

**Q.** Could some other injection law also give a straight line?

**A.** Not with \(E\), \(\alpha\) and \(j_b\) fixed. Differentiate \(V_B\) with respect to \(\ln\rho\):

\[
\frac{dV_B}{d\ln\rho}=-\frac E\alpha\frac{d\ln j_0}{d\ln\rho}.
\]

If the left side is a constant \(s\) over a range, then \(d\ln j_0/d\ln\rho=-\alpha s/E\) there. Integration gives a power law with \(m=\alpha s/E\). If \(j_b\) also varied while \(E\) and \(\alpha\) stayed fixed, the ratio \(j_b/j_0\) would have to be a power of \(\rho\).

A counterexample shows what happens otherwise. Take \(j_0=2j_r/(1+u)\) with \(u=(\rho/\rho_r)^m\). Since \(du/d\ln\rho=mu\),

\[
\frac{dV_B}{d\ln\rho}=\frac{mE}{\alpha}\frac{u}{1+u}.
\]

The slope tends to zero at low resistivity and to \(mE/\alpha\) at high resistivity, so the plot is curved.

**Q.** Why should the field be the same in different electrolytes? You may have hidden the difficulty there.

**A.** It follows from a condition on the experiment. Let oxide growth be driven at constant total current density \(j_t\) and fixed temperature, and let the ionic current obey the high-field law \(j_{\rm ion}=A e^{BE}\), with \(A\) and \(B\) independent of \(\rho\). At breakdown the electronic part is \(j_b\), so

\[
Ae^{BE}=j_t-j_b,\qquad E=\frac1B\ln\frac{j_t-j_b}{A}.
\]

No \(\rho\) appears. If \(j_b\) varied with \(\rho\), or if runs at different \(j_t\) were put on one plot, this argument would fail.

**Q.** Give me numbers, and tell me where they come from.

**A.** They are round model parameters, of which only the field is matched, roughly, to barrier films on aluminium: \(E=7\) MV/cm, \(\alpha=8\ \mu{\rm m}^{-1}\), \(j_t=1000\ \mu\)A/cm², \(j_b=100\ \mu\)A/cm², and \(j_r=4\ \mu\)A/cm² at \(\rho_r=100\) ohm cm, with \(m=0.5\). Since 7 MV/cm is 700 V/µm,

\[
\frac E\alpha=\frac{700}{8}\ {\rm V}=87.5\ {\rm V},\qquad
0.5\times87.5\times\ln10=100.7\ {\rm V\ per\ decade}.
\]

At 100 ohm cm the required gain is \(100/4=25\), so \(V_B=87.5\ln25=281.7\) V and \(d_B=402\) nm. The other cases follow in the same way:

| \(\rho\) (ohm cm) | \(j_0\) (µA/cm²) | gain \(j_b/j_0\) | \(V_B\) (V) |
|---|---|---|---|
| 10 | 12.65 | 7.91 | 180.9 |
| 100 | 4.00 | 25.0 | 281.7 |
| 1000 | 1.26 | 79.1 | 382.4 |
| 10000 | 0.40 | 250 | 483.1 |

The formal lower limit is \(100/25^2=0.16\) ohm cm. For the saturating law above, the slope is 24.2 V per decade at 10 ohm cm and 91.6 at 10000 ohm cm.

**Q.** Ionization is random. Does the smooth equation give the right mean?

**A.** Yes, under the stated collision rule. As a test, random avalanches were followed from 40000 starting electrons at each of the four thicknesses. The mean gains were 7.96, 24.85, 78.56 and 249.63, each within 2 % of the table.

**Q.** An electron that has just ionized has spent its energy. It can't ionize again at once.

**A.** That objection changes the numbers. Let each electron, after injection or after a collision, travel a dead length \(\ell\) before it can ionize, and then have the constant rate \(\alpha\). Both electrons leaving a collision start again without energy. The distance \(s\) to the next collision has the density \(f(s)=\alpha e^{-\alpha(s-\ell)}\) for \(s>\ell\), and zero below. Let \(S(x)\) be the probability of no collision up to \(x\). The mean number \(n(x)\) from one electron obeys

\[
n(x)=S(x)+2\int_0^x f(s)\,n(x-s)\,ds ,
\]

because the first collision leaves two fresh electrons. At large \(x\), \(S\) vanishes. Inserting \(n=Ce^{gx}\) gives

\[
1=2\int_\ell^\infty \alpha e^{-\alpha(s-\ell)}e^{-gs}ds
=\frac{2\alpha e^{-g\ell}}{\alpha+g}.
\]

**Q.** That fixes \(g\), but what about \(C\)?

**A.** Define \(N=e^{-gx}n\) and \(F=2e^{-gs}f\). The last equation says that \(F\) integrates to one, and

\[
N(x)=e^{-gx}S(x)+\int_0^xF(s)N(x-s)\,ds .
\]

Another exponential \(e^{qx}\) in \(N\) would need \(\int Fe^{-qs}ds=1\). For \(q\ne0\) with real part zero or positive, the magnitude of that integral is below one, so the other terms decay and \(N\to C\). To find \(C\), integrate the equation from \(0\) to \(X\), with \(N=0\) at negative argument, and move the double integral to the left:

\[
\int_0^\infty F(s)\left[\int_{X-s}^{X}N(y)\,dy\right]ds
=\int_0^X e^{-gx}S(x)\,dx .
\]

For large \(X\) the bracket tends to \(Cs\). Since \(F\) is an exponential density of rate \(\alpha+g\) shifted by \(\ell\), its mean is \(\ell+1/(\alpha+g)\). On the right, integration by parts with \(S'=-f\) gives \([1-\int fe^{-gs}ds]/g=1/(2g)\). Hence

\[
C=\frac{1}{2g[\ell+1/(\alpha+g)]},\qquad
V_B\simeq\frac Eg\ln\frac{j_b}{Cj_0}.
\]

The law is still linear in \(\ln\rho\) once the transient has died out, with slope \(mE/g\). For \(\ell=0\) we recover \(g=\alpha\) and \(C=1\).

Take an illustrative threshold of 9 eV. If no energy is lost on the way, the dead length has its smallest value, \(\ell=9/0.7=12.9\) nm; losses to the lattice would lengthen it. With this smallest value, \(g=6.68\ \mu{\rm m}^{-1}\) and \(C=0.924\). The slope rises from 100.7 to 120.6 V per decade, and the end voltages become 224.8 and 586.6 V. Random avalanches at these two thicknesses gave the required gains, 7.91 and 250, within 2 %. The comparison holds \(\alpha\) fixed as the rate after the dead length. If \(\alpha\) had instead been defined as the overall growth rate, the change of slope would already be in it.

**Q.** Each collision also leaves a hole. Can't holes ionize?

**A.** If they do, the line bends. Give holes the coefficient \(k\alpha\), with \(k<1\), and let no holes enter from the metal. The total electronic current is then \(j_b\) everywhere, and holes carry \(j_b-j\). Thus

\[
\frac{dj}{dx}=\alpha j+k\alpha(j_b-j)=(1-k)\alpha j+k\alpha j_b .
\]

The quantity \(w=j+kj_b/(1-k)\) obeys \(dw/dx=(1-k)\alpha w\). At the metal \(w=j_b/(1-k)\), and at the electrolyte \(w=j_0+kj_b/(1-k)\). Their ratio gives

\[
e^{(1-k)\alpha d_B}=\frac{1}{k+(1-k)j_0/j_b},
\]

\[
V_B=-\frac{E}{\alpha(1-k)}\ln\left[k+(1-k)\frac{j_0}{j_b}\right].
\]

For \(k\ll j_0/j_b\) the straight line returns. As \(j_0\to0\), the voltage instead approaches the ceiling \(-E\ln k/[\alpha(1-k)]\), because hole feedback sustains the avalanche without further injection.

For \(k=0.001\) the four voltages are 180.5, 279.9, 376.2 and 464.1 V, and the ceiling is 605 V. The last decade adds 87.9 V instead of 100.7 V. Here \(j_0/j_b=0.004\) at the highest resistivity, so even this small \(k\) is not negligible.

**Q.** Suppose your fixed field is slightly wrong. Does it matter?

**A.** Yes. From \(V_B=(E/\alpha)\ln(j_b/j_0)\), at fixed \(\rho\) and \(j_b\),

\[
\frac{d\ln V_B}{d\ln E}=1-\frac{d\ln\alpha}{d\ln E}
-\frac{1}{\ln(j_b/j_0)}\frac{d\ln j_0}{d\ln E}.
\]

The last term comes from \(d\ln(j_b/j_0)=-d\ln j_0\). Take \(\alpha\propto E\) first, so that the first two terms cancel.

For Schottky injection, \(j_0\propto\exp(\Delta/k_{\rm B}T)\), with the image lowering \(\Delta\propto\sqrt E\). Its logarithmic derivative is \(\Delta/(2k_{\rm B}T)\). With relative optical permittivity 3 and \(T=300\) K, \(\Delta=0.580\) eV and the derivative is 11.2. At 100 ohm cm, 1 % more field lowers \(V_B\) by 9.8 V. This is a formal comparison, not a realistic emission law at 7 MV/cm. The barrier is then so thin that, for heights of about 1 to 3 eV and an electron mass of 0.4 free masses, tunnelling below its top carries far more current than passage over it, even at 300 K. The Schottky law belongs to much weaker fields.

For tunnelling through a triangular barrier I use \(j_0\propto E^2e^{-K/E}\). With barrier \(\phi\), mass \(m_t\) and elementary charge \(e\), the semiclassical exponent is

\[
\frac KE=\frac2\hbar\int_0^{\phi/eE}\!\sqrt{2m_t(\phi-eEx)}\,dx
=\frac{4\sqrt{2m_t}\,\phi^{3/2}}{3e\hbar E}.
\]

The derivative is \(2+K/E=34.1\) for \(\phi=3\) eV and 0.4 electron masses, and the same 1 % lowers \(V_B\) by 29.5 V. This is the zero-temperature law for a metal emitter, borrowed here for the electrolyte. Thermal spread at 300 K and image rounding of the barrier reduce these figures to about 33 and 29 V, and a 2 eV barrier would give only about 16 V. If instead \(\alpha\propto e^{-H/E}\) with \(H=21\) MV/cm, then \(d\ln\alpha/d\ln E=H/E=3\), and the Schottky case gives a fall of 15.1 V.

Doubling the growth current at fixed \(j_b\) and \(T\), with \(B=40\) nm/V, raises the field by \(\ln(1900/900)/40\) V/nm, or 0.187 MV/cm. With the formal Schottky law and \(\alpha\propto E\), \(V_B\) at 100 ohm cm then falls by 26 V; for tunnelling the size of the fall depends on the barrier. Because \(E/\alpha\) is unchanged in that case, the line moves down without changing slope if \(m\) stays fixed.

**Q.** The holes are charged. Don't they spoil the uniform field?

**A.** They can. Positive charge makes \(E\) larger on the electrolyte side. For hole mobility \(\mu\), the charge density is \((j_b-j)/(\mu E)\). Gauss's law, with \(E\) kept constant in this small correction, gives the difference between the faces:

\[
\Delta E=\frac{1}{\epsilon\mu E}\int_0^{d_B}(j_b-j_0e^{\alpha x})dx
=\frac{1}{\epsilon\mu E}\left[j_bd_B-\frac{j_b-j_0}{\alpha}\right].
\]

At 10000 ohm cm and relative static permittivity 9, \(\Delta E/E\) stays below 1 % if \(\mu\) exceeds about \(1.5\times10^{-8}\) cm²/Vs. Immobile charge is a separate danger: a sheet of \(0.01\,\epsilon E/e=3.5\times10^{11}\) elementary charges per cm² makes a 1 % field step.

**Q.** And the ordinary resistance and heating of the cell?

**A.** A voltage probe at distance \(L\) from the oxide adds \(j_t\rho L\), which is linear in \(\rho\), not in \(\ln\rho\). For \(L=1\) mm it is 0.01 V at 100 ohm cm and 1 V at 10000 ohm cm.

For heating, let all the power \(j_tV\) leave through a heat-transfer coefficient \(h\), so \(\Delta T=j_tV/h\). Let injection have activation energy \(E_a\), with \(E\), \(\alpha\) and \(j_b\) held fixed. If \(V_0\) is the voltage without heating,

\[
V=V_0-\frac{E}{\alpha}\frac{E_a}{k_{\rm B}}\left(\frac1T-\frac1{T+\Delta T}\right)
\simeq V_0-\frac{E}{\alpha}\frac{E_aj_t}{k_{\rm B}T^2h}V .
\]

For small \(\Delta T\), therefore, \(V\) is \(V_0\) divided by a constant, and the line stays nearly straight with a smaller slope. With \(h=0.1\) W/(cm² K) and \(E_a=0.3\) eV, the full expression gives 175.0, 272.5, 370.0 and 467.5 V, or 97.5 V per decade. The temperature rises are 1.8 K at the lowest resistivity and 4.7 K at the highest. This estimate isolates the effect on injection. The value 0.3 eV is illustrative and presumes a thermally activated step. Tunnelling from a metal-like emitter through a barrier of 1 to 3 eV at 7 MV/cm has an apparent activation energy of only about 0.01 to 0.02 eV at 300 K, and the fall would then be about 1 V or less. If ionic conduction is thermally activated, a warmer film at constant \(j_t\) also needs a smaller field, and the resulting shift of \(V_B\) is not included. Where injection rises steeply with field, as in the laws above, that shift is upwards and can cancel or exceed the fall found here, so the smaller slope is not a prediction for a real cell.

**Q.** How close is all this to a real anodic film?

**A.** The field and the thickness per volt, 1.4 nm/V, are of the right rough size for barrier alumina. The values of \(\alpha\), \(m\), \(j_r\), \(j_b\), \(k\) and the injection parameters are illustrative, so the voltages are not predictions for a particular electrolyte. An electron gains 87.5 eV from the field per mean ionization distance, far above the 9 eV threshold; the model needs most of that energy to go to the lattice. Real films can trap charge and can break down at flaws, against the assumption of a uniform film. A field error of 1 % throughout the film already means roughly 10 to 30 V at 100 ohm cm in the cases above; the effect of flaws is not estimated here. A measured straight line would support a power law for \(j_b/j_0\) if a fixed field and an avalanche carried by electrons alone, without ionization by holes, were established separately. It would not establish them. The numerical output lists the values used here.

## Computed values

```
Oxide field: 7.00 MV/cm
Ionizing collisions: 8.00 per um
E/alpha: 87.50 V per e-fold
j_b: 100.0 uA/cm2; total: 1000 uA/cm2
j_r: 4.0 uA/cm2 at 100 ohm cm; m = 0.5
rho(ohm cm), j0(uA/cm2), gain, sampled gain, d(nm), V_B(V)
10, 12.649, 7.91, 7.96, 258.4, 180.9
100, 4.000, 25.00, 24.85, 402.4, 281.7
1000, 1.265, 79.06, 78.56, 546.3, 382.4
10000, 0.400, 250.00, 249.63, 690.2, 483.1
Slope: 100.74 V/decade
Integrated-law fitted slope: 100.74 V/decade
Lowest admissible resistivity: 0.160 ohm cm
Sampling: 40000 primaries, tolerance 2.0 %
Saturating injection, slope at 10 ohm cm: 24.2 V/dec
Same, at 10000 ohm cm: 91.6 V/decade
Ionic B: 40 nm/V
Field drop from growth to breakdown: 0.026 MV/cm
Field rise, doubled total current: 0.187 MV/cm
Resulting V_B shift, Schottky: -26.0 V
Temperature: 300 K; optical permittivity: 3.0
Image barrier lowering: 0.580 eV
Tunnel barrier: 3.0 eV; mass: 0.4 m_e
d ln j0/d ln E: Schottky 11.21, tunnelling 34.07
Activated ionization field: 21.0 MV/cm
V_B shifts for +1 % field at 100 ohm cm:
  proportional alpha, Schottky: -9.8 V
  proportional alpha, tunnelling: -29.5 V
  activated alpha, Schottky: -15.1 V
Ionization threshold: 9.0 eV; dead length: 12.86 nm
Dead-length growth rate: 6.683 per um; prefactor C: 0.9241
Dead-length slope: 120.60 V/decade
Dead-length V_B at ends: 224.8, 586.6 V
Hole/electron ionization ratio k: 0.0010
V_B with holes: 180.5, 279.9, 376.2, 464.1 V
Hole-ionization voltage ceiling: 605.0 V
Static permittivity: 9.0
Hole mobility for 1 % field difference: 1.45e-08 cm2/Vs
Trapped charges for 1 % field difference: 3.48e+11 per cm2
Probe gap: 1.0 mm
Electrolyte drop: 0.001, 0.010, 0.100, 1.000 V
Heat transfer: 0.10 W/(cm2 K); activation: 0.30 eV
V_B with heating: 175.0, 272.5, 370.0, 467.5 V
Temperature rise at ends: 1.75, 4.68 K
```
